# Why a tiny potential update does not prove Poisson-Schrödinger convergence

## Question

I solve the Poisson and Schrödinger equations self-consistently for a thin semiconductor film between two gates. The undamped iteration does not settle, so I add only a fraction \(\alpha=0.0005\) of the computed change at each step. I start from zero potential in the film and stop when the largest change per step is below 0.1 mV, which is far less than \(kT/e\).

The loop stops after 174 updates. The sheet density summed from the wave functions is then \(7.7\times10^{12}\ \mathrm{cm^{-2}}\), but Gauss's law applied to the oxide fields gives \(16.3\times10^{12}\ \mathrm{cm^{-2}}\). How can the two disagree if the potential has stopped moving? What should I test instead?

## Answer

The potential is still moving toward the solution, but you allow it only 0.05% of the requested change per step. Your test measures the product of that fraction and the remaining inconsistency. To separate the two, write down the equations being iterated.

### The equations and their defect

Take an undoped film with equal gates at potential \(\phi_g\), in equilibrium, without holes or exchange-correlation. Put the Fermi level at zero energy and the band edge at \(-\phi\), with \(\phi\) in volts and energies in eV. Count charge in units of \(e\). Electrons are negative, so Poisson's equation in the film is \(\epsilon\phi''=n_{3D}\), where \(n_{3D}\) is the electron density per volume.

Use nodes \(i=0,\dots,M\) with spacing \(h\), and let \(n_i\) be the electrons per area assigned to node \(i\). Integrating Poisson's equation over the cell around an interior node gives

\[
\frac{\epsilon}{h}(2\phi_i-\phi_{i-1}-\phi_{i+1})+n_i=0 .
\]

The oxides are charge-free, each with capacitance \(C\) per area. The wave functions vanish at the interfaces, so \(n_0=n_M=0\), and continuity of displacement at the left interface reads

\[
\frac{\epsilon}{h}(\phi_0-\phi_1)+C(\phi_0-\phi_g)=0 ,
\]

with the mirror equation on the right. Together,

\[
A\phi=b-n[\phi],\qquad b_0=b_M=C\phi_g,\quad b_i=0\ \text{otherwise}.
\]

The matrix \(A\) is symmetric. It is also positive definite, because for any nonzero vector \(x\)

\[
x^TAx=\frac{\epsilon}{h}\sum_{i=0}^{M-1}(x_i-x_{i+1})^2+C(x_0^2+x_M^2)>0 .
\]

Given \(\phi_k\), the program solves the Schrödinger equation, fills the subbands and solves Poisson's equation for an output potential \(G\). Define

\[
G(\phi)=A^{-1}(b-n[\phi]),\qquad F=G(\phi)-\phi,\qquad r=A\phi-b+n[\phi].
\]

\(F\) is the self-consistency defect and \(r\) the Poisson residual. Since \(AG=b-n\),

\[
r=A\phi-AG=-AF .
\]

Damped mixing sets \(\phi_{k+1}=\phi_k+d_k\) with \(d_k=\alpha F_k\). Hence

\[
\boxed{\,F_k=\frac{d_k}{\alpha},\qquad r_k=-\frac{1}{\alpha}Ad_k\,}
\]

The test \(\max|d|<\tau\) therefore means only \(\max|F|<\tau/\alpha\). With \(\tau=0.1\) mV and \(\alpha=0.0005\), it accepts a defect of up to 200 mV.

There is an extreme case. For any start with \(F_0\neq0\) and any \(\tau>0\), choosing \(\alpha<\tau/\max|F_0|\) passes the test before a single update has been made.

### Why the two charges disagree

Sum the Poisson equations over all nodes. The terms in \(\epsilon/h\) cancel in pairs, so \(\sum_i(Ax)_i=C(x_0+x_M)\). With \(N_{\rm wave}=\sum_i n_i\),

\[
\sum_i r_i=N_{\rm wave}-C(2\phi_g-\phi_0-\phi_M)=N_{\rm wave}-N_{\rm flux}.
\]

The second term is the sheet density that Gauss's law infers from the oxide fields. Inserting \(r=-Ad/\alpha\) gives

\[
N_{\rm wave}-N_{\rm flux}=-\frac{C}{\alpha}(d_0+d_M).
\]

A small update is thus compatible with a large charge mismatch.

### Numbers

Consider a 6 nm film, 1 nm oxides, \(\phi_g=0.4\) V and 300 K, with silicon-like valleys. The start, the grid and the 0.1 mV update tolerance are held fixed while \(\alpha\) changes. Each row describes the potential at which the update test passed. The error is the largest deviation from a Newton solution of the same discrete equations, and densities are in \(10^{12}\ \mathrm{cm^{-2}}\).

| \(\alpha\) | updates | defect (mV) | error (mV) | \(N_{\rm wave}\) | \(N_{\rm flux}\) |
|---|---|---|---|---|---|
| 0.05 | 76 | 1.98 | 1.88 | 11.04 | 11.13 |
| 0.005 | 351 | 20.0 | 18.4 | 10.98 | 11.84 |
| 0.0005 | 174 | 200 | 123 | 7.73 | 16.34 |
| 0.0002 | 0 | 288 | 144 | 4.82 | 17.24 |

The converged sheet density is \(11.05\times10^{12}\ \mathrm{cm^{-2}}\). Your run is the third row, and its wave-function density is 30% below that value.

The last row is the unchanged starting guess. Its defect is 288.2 mV, so the first update would be \(0.0002\times288.2=0.0576\) mV, which passes. From this start, any \(\alpha\) below \(0.1/288.2=3.5\times10^{-4}\) does the same.

The same row supplies the capacitance. There \(\phi_0=\phi_M=0\), so \(N_{\rm flux}=2C\phi_g\) and

\[
C=\frac{17.24\times10^{12}}{2\times0.4}=21.55\times10^{12}\ \mathrm{cm^{-2}\,V^{-1}}.
\]

For your run, by symmetry, the surface defect is

\[
F_0=\frac{N_{\rm flux}-N_{\rm wave}}{2C}=\frac{16.336-7.730}{43.1}\ \mathrm V=0.200\ \mathrm V .
\]

Multiplying by 0.0005 gives 0.100 mV, the update you saw. The charge discrepancy and the tiny update are the same quantity on two scales.

The number of updates is misleading too: 174 at \(\alpha=0.0005\) against 351 at \(\alpha=0.005\). The heavier damping did not converge faster. It had to reduce the defect only from 288 to 200 mV, whereas the other run had to reach 20 mV.

### How electrons respond to a potential error

To turn a defect into an error estimate, one needs the response of \(n\) to \(\phi\). For one valley, let \(H\) be the discrete Hamiltonian with levels \(E_a\) and real, normalized eigenvectors \(\psi_a\). The electrons per area in a subband are

\[
f(E)=D\int_E^\infty\frac{dE'}{1+e^{E'/kT}}=D\,kT\ln(1+e^{-E/kT}),
\]

where \(D\) is the subband's constant density of states, including spin and valley count. This \(f\) decreases with \(E\), and \(n_i=[f(H)]_{ii}\).

A potential change \(v\) gives \(\delta H_{ab}=-\sum_j\psi_{aj}\psi_{bj}v_j\). Because \(H\) commutes with \(f(H)\), the first-order part of the commutator must vanish:

\[
\delta H_{ab}(f_b-f_a)+(E_a-E_b)\,\delta f_{ab}=0 .
\]

Therefore \(\delta f_{ab}=-w_{ab}\,\delta H_{ab}\), with

\[
w_{ab}=-\frac{f_a-f_b}{E_a-E_b}\ge0,\qquad w_{aa}=-f'(E_a)\ge0 .
\]

The diagonal entry follows from the first-order shift of each level. Using \(\delta n_i=\sum_{ab}\psi_{ai}\,\delta f_{ab}\,\psi_{bi}\), one finds \(\delta n=\chi v\) with

\[
\chi_{ij}=\sum_{ab}w_{ab}\,\psi_{ai}\psi_{bi}\psi_{aj}\psi_{bj},\qquad
v^T\chi v=\sum_{ab}w_{ab}\Big(\sum_i\psi_{ai}\psi_{bi}v_i\Big)^2\ge0 .
\]

Summing over valleys preserves the symmetry and the sign. Raising the potential attracts electrons, which oppose the rise.

### Why some damping is needed

Let \(\phi^*\) be the solution and \(e=\phi-\phi^*\) a small error. To first order \(n[\phi]=n[\phi^*]+\chi e\), so \(G(\phi)=\phi^*-A^{-1}\chi e\) and

\[
F=-(1+A^{-1}\chi)e .
\]

Since \(\chi\) is symmetric and \(A\) is positive definite, the problem \(\chi v=\lambda Av\) has a complete set of modes with real \(\lambda\ge0\). For an error along one mode,

\[
F=-(1+\lambda)e,\qquad e_{\rm new}=[1-\alpha(1+\lambda)]\,e .
\]

The factor must lie between \(-1\) and 1 for every mode, which requires \(\alpha<2/(1+\lambda_{\max})\). In the example \(\lambda_{\max}=10.95\), so the limit is \(2/11.95=0.167\). Near the solution, undamped iteration multiplies the strongest mode by \(1-11.95=-10.95\) per step, so it cannot settle there.

I tested the limit with the full nonlinear map, starting from a \(10^{-6}\) V error in that mode. After 20 steps the error had been multiplied by 0.0115 at 0.9 of the limit and by 38.3 at 1.1 of it. The linear formula gives \(0.8^{20}=0.0115\) and \(1.2^{20}=38.3\).

Damping is thus legitimate. The fault lies in judging convergence after multiplying by \(\alpha\). For one mode near the solution,

\[
|e|=\frac{|d|}{\alpha(1+\lambda)} .
\]

Strong screening makes the error smaller than the defect, but a weakly screened mode has an error of nearly \(|d|/\alpha\).

### What remains late in the iteration

When \(\alpha\) is well below the stability limit, the slowest modes have \(\lambda\) near zero. Some can be identified without diagonalization: a potential change confined to an interface node meets no electrons, so \(\chi v=0\) and \(\lambda=0\).

The residual at that node obeys a law that holds even far from the solution. There \(n_0=0\), so \(r_0\) depends on the potential through \(A\phi-b\) alone, and

\[
r_{0,k+1}=r_{0,k}+\alpha(AF_k)_0=(1-\alpha)\,r_{0,k}
\quad\Rightarrow\quad r_{0,k}=(1-\alpha)^k r_{0,0}.
\]

In your run it starts at magnitude \(8.62\times10^{12}\ \mathrm{cm^{-2}}\) per face. After 174 updates the factor is \(0.9995^{174}=0.917\), which leaves \(7.90\times10^{12}\ \mathrm{cm^{-2}}\).

This residual has a direct meaning. Rearranging its definition gives \(A\phi=b-(n-r)\), so your potential solves Poisson's equation for the density \(n-r\), not for \(n\). Here \(r_0\) is negative, so the potential corresponds to a fictitious electron sheet of \(7.90\times10^{12}\ \mathrm{cm^{-2}}\) at each interface. Inside the film it corresponds to only \(16.336-2\times7.903=0.53\), in the same units of \(10^{12}\ \mathrm{cm^{-2}}\), where the wave functions hold 7.73.

Watching the wave-function density alone is not a safe substitute. At \(\alpha=0.005\) it is only 0.6% below the converged value, although the potential is wrong by 18 mV. In the linear regime the density change is \(\chi e\), and each mode contributes in proportion to \(\lambda\). The surviving weakly screened modes therefore barely alter the electron density. The Gauss mismatch still exposes them: 10.98 against 11.84.

### A bound on the error

The defect also gives a bound that does not require a small error. Integrating the response along the straight line from \(\phi^*\) to \(\phi\),

\[
e^T(n[\phi]-n[\phi^*])=\int_0^1 e^T\chi(\phi^*+te)\,e\,dt\ge0 .
\]

Subtract \(A\phi^*-b+n[\phi^*]=0\) from the definition of \(r\), and use \(r=-AF\):

\[
Ae+n[\phi]-n[\phi^*]=-AF .
\]

Multiply from the left by \(e^T\) and drop the nonnegative density term. With \(\|x\|_A^2=x^TAx\), the Cauchy-Schwarz inequality gives

\[
\|e\|_A^2\le -e^TAF\le\|e\|_A\|F\|_A
\quad\Rightarrow\quad
\|e\|_A\le\|F\|_A=\frac{\|d\|_A}{\alpha}.
\]

For a bound in volts at node \(i\), let \(u_i\) be the unit vector there. Then \(e_i=(A^{-1}u_i)^TAe\), and a second use of Cauchy-Schwarz gives

\[
|e_i|\le\sqrt{(A^{-1})_{ii}}\;\|F\|_A .
\]

If \(F=0\), then \(e=0\), so the discrete model cannot have two different solutions. For your stopped run the largest pointwise bound is 332 mV and the actual error is 123 mV. The bound is cautious, but it cannot be made small by choosing a small \(\alpha\).

### What to test instead

Compute \(F=G(\phi)-\phi\) before damping, and stop on its size or, better, on the bound above. This needs no extra Schrödinger solution, since \(G\) is already available. Report \(N_{\rm wave}-N_{\rm flux}\) as well, because it has a plain physical meaning. It is a necessary check only: a residual whose sum is zero would escape it.

With the requirement \(\max|F|<0.1\) mV, the example behaves as follows:

- \(\alpha=0.05\) takes 132 updates and leaves an error of 0.096 mV, with a bound of 0.29 mV.
- \(\alpha=0.005\) takes 1349 updates and leaves an error of 0.097 mV, with a bound of 0.29 mV.

Between these two runs the accuracy hardly changes, but the cost does. Closer to the stability limit, a strongly screened mode can be the last to decay, and the error is then well below the defect. In both runs the interface residual has fallen to about 0.00115 of its initial value. If \(\alpha=0.0005\) needs the same reduction, it will take about \(6.77/0.0005\approx13\,500\) updates, where \(6.77=-\ln0.00115\). Your run stopped after 174. A larger \(\alpha\), or Newton's method, is the better remedy, but \(\alpha\) should stay clear of the limit. The slowest factors \(1-\alpha\) and \(\alpha(1+\lambda_{\max})-1\) are equal at \(\alpha=2/(2+\lambda_{\max})=0.154\), and beyond that the cost rises again: 41 updates at \(\alpha=0.15\), but 250 at 0.165. At \(\alpha=0.15\) the largest error, 0.105 mV, slightly exceeds the largest defect, 0.095 mV, so \(\max|F|\) is a guide to the error and not a bound on it.

Small updates can be informative in other settings:

- **Full Newton steps.** Near the solution \(r\approx(A+\chi)e\), so the step \(s=-(A+\chi)^{-1}r\) is approximately \(-e\). The update then estimates the error. If a line search shortens the step, judge the unshortened one.
- **Relative updates at fixed \(\alpha\).** In \(\max|d_k|/\max|d_0|\) the damping cancels, leaving the relative reduction of the defect. If \(\alpha\) changes during the run, this protection is lost.
- **Accelerated mixing.** The update combines several earlier steps, so there is no single \(\alpha\) to divide by. Evaluate \(F\) itself.

If you add an attractive exchange-correlation potential, \(r=-AF\) still holds with the new density map. The sign argument behind the error bound may fail, however, and so may uniqueness.

### What convergence does not certify

A small defect shows that the discrete model has been solved, not that the model is accurate. Halving the 0.1 nm grid spacing changes the sheet density by about 0.01%, so the grid matters little here. The physical approximations matter more.

The parameters are rough typical values for a thin silicon double-gate transistor with SiO₂. The oxide field is 2.6 MV/cm, about a quarter of a rough 10 MV/cm breakdown field. A bare 1 nm oxide is leaky: if the gate has empty states to receive the electrons, a rough tunnelling estimate with all of them in the lowest twofold level gives tens to about a hundred A/cm² per gate, depending on how the barrier is matched to the film and the gate. Electrons in the fourfold levels have a lighter confinement mass and would raise this by a factor of a few, if the large in-plane crystal momentum of those valleys is ignored. The equilibrium model ignores this current. Real wave functions also enter the oxide. A first-order estimate is that this lowers the first fourfold-valley level by roughly 22 meV, close to \(kT=26\) meV. Solving with the finite barrier at the same potential gives 19 meV, and the shift is not rigid: the first twofold level falls by only about 3.5 meV, while higher fourfold levels fall further. A crude exchange estimate, at the peak density, at zero temperature and with all electrons in two valleys, is 28 meV; the finite temperature and the spread over six valleys reduce it. If every level fell rigidly by \(s\), the effect would equal raising both gates by \(s/e\), and the sheet density could rise by at most \(2Cs/e\). For 22 and 28 meV these ceilings are about 9% and 11% of the converged density. They indicate the scale of these two effects only and are not corrections to apply.

Your 30% density error is larger than either ceiling, and it comes entirely from stopping early. The numerical output below gives the remaining values for each run.

## Computed results

```
film 6.0 nm; each oxide 1.0 nm; T 300 K
gate potential 0.40 V; kT 25.85 meV
grid spacing 0.100 nm
Newton steps 6; final defect 1.0e-13 V
solution: surface 143.70 mV, centre -1.97 mV
solution sheet density 11.048 x 1e12 cm^-2
largest lambda 10.953; next 1.362, 0.314 (dimensionless)
stability limit alpha 0.1673 (dimensionless)
20-step error factor at 0.9 limit 0.0115, at 1.1 limit 38.3
update tolerance 0.10 mV; start phi = 0 V in film
alpha 0.05: 76 updates made, next update 0.0987 mV
  defect 1.975 mV, error 1.883 mV, bound 5.322 mV
  sheet: waves 11.044, flux 11.129 x 1e12 cm^-2
  interface residual 0.1748 x 1e12 cm^-2 per face
  wave sheet error -0.04 %
alpha 0.005: 351 updates made, next update 0.0998 mV
  defect 19.957 mV, error 18.447 mV, bound 50.429 mV
  sheet: waves 10.983, flux 11.843 x 1e12 cm^-2
  interface residual 1.4841 x 1e12 cm^-2 per face
  wave sheet error -0.59 %
alpha 0.0005: 174 updates made, next update 0.0998 mV
  defect 199.641 mV, error 122.669 mV, bound 331.511 mV
  sheet: waves 7.730, flux 16.336 x 1e12 cm^-2
  interface residual 7.9026 x 1e12 cm^-2 per face
  wave sheet error -30.03 %
alpha 0.0002: 0 updates made, next update 0.0576 mV
  defect 288.232 mV, error 143.703 mV, bound 424.106 mV
  sheet: waves 4.818, flux 17.242 x 1e12 cm^-2
  interface residual 8.6211 x 1e12 cm^-2 per face
  wave sheet error -56.39 %
now stopping on undamped defect below 0.10 mV
alpha 0.05: 132 updates, error 0.0959 mV, bound 0.2857 mV
  wave sheet error -0.0009 %
alpha 0.005: 1349 updates, error 0.0972 mV, bound 0.2887 mV
  wave sheet error -0.0010 %
sheet change on halving grid spacing -0.0111 %
oxide field 2.563 MV/cm
fraction of rough 10 MV/cm breakdown field 0.256
rough oxide barrier 3.1 eV, mass 0.5 m0
twofold level -13.00 meV; penetration lowers it about 3.3 meV
fourfold level 37.11 meV; penetration lowers it about 21.5 meV
peak electron density 25.48 x 1e18 cm^-3
exchange scale (two valleys, zero T) 28.3 meV
tunnelling probability per hit, rough 5.0e-06
gate leakage, rough 6.6e+01 A/cm^2 per gate
tunnel broadening, rough 2.5e-08 eV
```
